# How hydrogen clears a silicon dangling-bond level from the gap: a numerical check

```python
"""
Result under test: a hydrogen orbital h (energy e_h) coupled by -t to a silicon
dangling orbital d removes every bound state from the gap (E_v, E_c) exactly when
    t^2 G(E_c) > E_c - e_h   and   -t^2 G(E_v) > e_h - E_v,
where G(E) is the diagonal Green function of the clean host on orbital d.
For an isolated d, G = 1/(E - e_d), which gives the two-level criterion.
Solvable host: a chain with two hybrids per atom, coupling -v inside an atom
and -w across a bond (w > v). Its gap edges are +-(w - v), and there G = +-1/w.
Energies are in hartree, measured from midgap. Orbitals are orthogonal.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
w, v, e_h = 0.12, 0.10, -0.05
t_weak, t_strong = 0.06, 0.12
half_gap, band_end = w - v, w + v
cells = 600


def clean_chain(n):
    """Only the first end has a dangling hybrid; the far end has no gap state."""
    return eigh_tridiagonal(np.zeros(2 * n + 1), np.tile([-v, -w], n))


def hydrogen_chain(n, level, t):
    """Orbital 0 is hydrogen, orbital 1 is the dangling hybrid."""
    diagonal = np.zeros(2 * n + 2)
    diagonal[0] = level
    return eigh_tridiagonal(diagonal, np.r_[-t, np.tile([-v, -w], n)])


def discriminant(E):
    return (E**2 - band_end**2) * (E**2 - half_gap**2)


def green_gap(E):
    root = np.sqrt(max(discriminant(E), 0.0))
    return (E**2 + w**2 - v**2 + root) / (2 * E * w**2)


def two_levels(e_d, level, t):
    mean, half_difference = (e_d + level) / 2, (e_d - level) / 2
    root = np.hypot(half_difference, t)
    return mean - root, mean + root


# Two-level energies and gap criterion against 2x2 diagonalization.
rng = np.random.default_rng(7)
outcomes = []
for _ in range(1000):
    lower_edge, upper_edge = -rng.uniform(0.1, 1), rng.uniform(0.1, 1)
    e_d = rng.uniform(lower_edge, upper_edge)
    level, t = rng.uniform(-2, 2), rng.uniform(0.01, 2)
    levels = np.linalg.eigvalsh([[e_d, -t], [-t, level]])
    assert np.allclose(levels, two_levels(e_d, level, t), atol=1e-12)
    cleared = levels[0] < lower_edge and levels[1] > upper_edge
    predicted = (t**2 > (lower_edge - e_d) * (lower_edge - level)
                 and t**2 > (upper_edge - e_d) * (upper_edge - level))
    assert cleared == predicted
    outcomes.append(cleared)
assert 20 < sum(outcomes) < 980

# General criterion on random hosts with one host level inside a window.
random_cleared, random_trials = 0, 2000
for _ in range(random_trials):
    host_levels = np.sort(rng.uniform(-1, 1, 6))
    basis = np.linalg.qr(rng.normal(size=(6, 6)))[0]
    host = basis @ np.diag(host_levels) @ basis.T
    a = host_levels[1] + rng.uniform(0.05, 0.95) * (host_levels[2] - host_levels[1])
    b = host_levels[2] + rng.uniform(0.05, 0.95) * (host_levels[3] - host_levels[2])
    level, t = rng.uniform(-1, 1), rng.uniform(0.01, 1.5)
    full = np.zeros((7, 7))
    full[1:, 1:] = host
    full[0, 0], full[0, 1], full[1, 0] = level, -t, -t
    energies = np.linalg.eigvalsh(full)
    empty = not np.any((energies >= a) & (energies <= b))
    G_a = np.linalg.inv(a * np.eye(6) - host)[0, 0]
    G_b = np.linalg.inv(b * np.eye(6) - host)[0, 0]
    assert empty == (t**2 * G_b > b - level and -t**2 * G_a > level - a)
    random_cleared += empty
assert 20 < random_cleared < random_trials - 20

# Clean chain: one midgap state, its weight, and the Green function in the gap.
host_E, host_C = clean_chain(cells)
host_gap = np.flatnonzero(np.abs(host_E) < half_gap)
assert len(host_gap) == 1 and abs(host_E[host_gap[0]]) < 1e-12
Z = 1 - (v / w)**2
Z_numeric = host_C[0, host_gap[0]]**2
assert abs(Z - Z_numeric) < 1e-10
for E in (-0.015, -0.005, 0.004, 0.012):
    assert abs(np.sum(host_C[0]**2 / (E - host_E)) - green_gap(E)) < 1e-7


# Band contributions to G at the conduction edge, by quadrature of the local
# density of states; the substitution removes the square-root edge behavior.
def band_integral(function):
    length = band_end - half_gap

    def integrand(theta):
        E = half_gap + length * np.sin(theta)**2
        density = np.sqrt(max(-discriminant(E), 0.0)) / (2 * np.pi * E * w**2)
        return function(E) * density * length * np.sin(2 * theta)
    return quad(integrand, 0, np.pi / 2, epsabs=1e-11, epsrel=1e-10, limit=200)[0]


band_weight = 2 * band_integral(lambda E: 1.0)
pole_part = Z / half_gap
valence_part = band_integral(lambda E: 1 / (half_gap + E))
conduction_part = band_integral(lambda E: 1 / (half_gap - E))
edge_G = pole_part + valence_part + conduction_part
assert abs(band_weight + Z - 1) < 1e-7
assert abs(edge_G - 1 / w) < 1e-5

# Gap thresholds tested on both sides, for hydrogen levels below and in the gap.
for level in (-0.05, 0.0, 0.01):
    for side, square in ((1, w * (half_gap - level)), (-1, w * (half_gap + level))):
        if square <= 0:
            E = hydrogen_chain(cells, level, 0.02)[0]
            assert np.sum((side * E > 0) & (side * E < half_gap)) == 0
            continue
        for factor, expected in ((0.95, 1), (1.05, 0)):
            E = hydrogen_chain(cells, level, factor * np.sqrt(square))[0]
            assert np.sum((side * E > 0) & (side * E < half_gap)) == expected

# Thresholds for discrete levels outside the outer band limits.
t_below = np.sqrt(w * (band_end + e_h))
t_above = np.sqrt(w * (band_end - e_h))
for side, threshold in ((-1, t_below), (1, t_above)):
    for factor, expected in ((0.95, 0), (1.05, 1)):
        E = hydrogen_chain(cells, e_h, factor * threshold)[0]
        assert np.sum(side * E > band_end) == expected

# Weak coupling: the two-level criterion fails, and an antibonding state remains.
t_two = np.sqrt(half_gap * (half_gap + abs(e_h)))
t_chain = np.sqrt(w * (half_gap + abs(e_h)))
weak_E, weak_C = hydrogen_chain(cells, e_h, t_weak)
weak_gap = np.flatnonzero(np.abs(weak_E) < half_gap)
assert t_two < t_weak < t_chain and len(weak_gap) == 1
index = weak_gap[0]
weak_root = brentq(lambda E: E - e_h - t_weak**2 * green_gap(E),
                   1e-8, half_gap, xtol=1e-14)
assert abs(weak_root - weak_E[index]) < 1e-9
c_h, c_d = weak_C[0, index], weak_C[1, index]
assert c_h * c_d < 0
assert abs(c_d + (weak_root - e_h) * c_h / t_weak) < 1e-8
weak_pair_weight = c_h**2 + c_d**2

# Strong coupling: clean gap, state count, band resonances and bond order.
E, C = hydrogen_chain(cells, e_h, t_strong)
lower, upper = E < -half_gap, E > half_gap
strong_gap_count = np.sum(np.abs(E) < half_gap)
assert strong_gap_count == 0 and np.all(np.abs(E) < band_end)
assert np.sum(lower) == cells + 1 and np.sum(upper) == cells + 1
pair = C[0]**2 + C[1]**2
lower_weight, upper_weight = pair[lower].sum(), pair[upper].sum()
lower_center = np.sum(pair[lower] * E[lower]) / lower_weight
upper_center = np.sum(pair[upper] * E[upper]) / upper_weight
lower_spread = np.sqrt(np.sum(pair[lower] * (E[lower] - lower_center)**2) / lower_weight)
upper_spread = np.sqrt(np.sum(pair[upper] * (E[upper] - upper_center)**2) / upper_weight)
short_C = hydrogen_chain(cells // 2, e_h, t_strong)[1]
largest_short = np.max(short_C[0]**2 + short_C[1]**2)
assert abs(largest_short / pair.max() - 2) < 0.1  # finite-chain level spacing

products = C[0] * C[1]
bond_order = 2 * products[lower].sum()
step = 1e-4
sum_plus = hydrogen_chain(cells, e_h, t_strong + step)[0][:cells + 1].sum()
sum_minus = hydrogen_chain(cells, e_h, t_strong - step)[0][:cells + 1].sum()
assert abs((sum_plus - sum_minus) / (2 * step) + bond_order) < 1e-5
assert bond_order > 0
assert np.all(products[E < e_h - 1e-8] > 0)
assert np.all(products[E > e_h + 1e-8] < 0)

print(f"bond coupling w = {w:.3f} hartree")
print(f"intra-atomic coupling v = {v:.3f} hartree")
print(f"hydrogen level e_h = {e_h:.3f} hartree")
print(f"valence edge E_v = {-half_gap:.3f} hartree")
print(f"conduction edge E_c = {half_gap:.3f} hartree")
print(f"gap = {2 * half_gap:.3f} hartree = {2 * half_gap * HARTREE_EV:.3f} eV")
print(f"outer band limits = -/+ {band_end:.3f} hartree")
print(f"cells in chain N = {cells} (dimensionless)")
print(f"midgap-state weight on dangling orbital Z = {Z:.4f} (dimensionless)")
print(f"G(E_c), pole part = {pole_part:.4f} 1/hartree")
print(f"G(E_c), valence part = {valence_part:.4f} 1/hartree")
print(f"G(E_c), conduction part = {conduction_part:.4f} 1/hartree")
print(f"G(E_c), total = {edge_G:.4f} 1/hartree")
print(f"G(E_c), isolated orbital = {1 / half_gap:.4f} 1/hartree")
print(f"critical t, two levels = {t_two:.5f} hartree = {t_two * HARTREE_EV:.3f} eV")
print(f"critical t, chain = {t_chain:.5f} hartree = {t_chain * HARTREE_EV:.3f} eV")
print(f"critical t, chain with e_h = 0: {np.sqrt(w * half_gap):.5f} hartree")
print(f"critical t, two levels with e_h = 0: {half_gap:.5f} hartree")
print(f"critical t for level below valence band = {t_below:.5f} hartree")
print(f"critical t for level above conduction band = {t_above:.5f} hartree")
for t in (0.02, 0.04, 0.06, 0.08, 0.10):
    scan = hydrogen_chain(cells, e_h, t)[0]
    found = scan[np.abs(scan) < half_gap]
    text = f"{found[0]:.6f} hartree" if len(found) else "none"
    print(f"chain gap level at t = {t:.2f} hartree: {text}")
for t in (t_weak, t_strong):
    bonding, antibonding = two_levels(0.0, e_h, t)
    print(f"two-level bonding energy at t = {t:.2f} hartree: {bonding:.5f} hartree")
    print(f"two-level antibonding energy at t = {t:.2f} hartree: {antibonding:.5f} hartree")
print(f"weak coupling, gap level from Green function = {weak_root:.6f} hartree")
print(f"weak coupling, Si-H pair weight of gap state = {weak_pair_weight:.4f} (dimensionless)")
print(f"strong coupling, states in gap = {strong_gap_count} (dimensionless)")
print(f"strong coupling, states below gap = {np.sum(lower)} (dimensionless)")
print(f"strong coupling, states above gap = {np.sum(upper)} (dimensionless)")
print(f"strong coupling, pair weight below gap = {lower_weight:.4f} (dimensionless)")
print(f"strong coupling, pair weight above gap = {upper_weight:.4f} (dimensionless)")
print(f"strong coupling, pair centroid below gap = {lower_center:.5f} hartree")
print(f"strong coupling, pair centroid above gap = {upper_center:.5f} hartree")
print(f"strong coupling, pair spread below gap = {lower_spread:.5f} hartree")
print(f"strong coupling, pair spread above gap = {upper_spread:.5f} hartree")
print(f"strong coupling, largest pair weight in one state = {pair.max():.5f} (dimensionless)")
print(f"same for half the chain length = {largest_short:.5f} (dimensionless)")
print(f"strong coupling, Si-H bond order, both spins = {bond_order:.4f} (dimensionless)")
print(f"random hosts with empty window = {random_cleared} of {random_trials} (dimensionless)")
print("ALL CHECKS PASSED")
```

Output:

```
bond coupling w = 0.120 hartree
intra-atomic coupling v = 0.100 hartree
hydrogen level e_h = -0.050 hartree
valence edge E_v = -0.020 hartree
conduction edge E_c = 0.020 hartree
gap = 0.040 hartree = 1.088 eV
outer band limits = -/+ 0.220 hartree
cells in chain N = 600 (dimensionless)
midgap-state weight on dangling orbital Z = 0.3056 (dimensionless)
G(E_c), pole part = 15.2778 1/hartree
G(E_c), valence part = 3.2786 1/hartree
G(E_c), conduction part = -10.2230 1/hartree
G(E_c), total = 8.3333 1/hartree
G(E_c), isolated orbital = 50.0000 1/hartree
critical t, two levels = 0.03742 hartree = 1.018 eV
critical t, chain = 0.09165 hartree = 2.494 eV
critical t, chain with e_h = 0: 0.04899 hartree
critical t, two levels with e_h = 0: 0.02000 hartree
critical t for level below valence band = 0.14283 hartree
critical t for level above conduction band = 0.18000 hartree
chain gap level at t = 0.02 hartree: 0.002329 hartree
chain gap level at t = 0.04 hartree: 0.008112 hartree
chain gap level at t = 0.06 hartree: 0.014681 hartree
chain gap level at t = 0.08 hartree: 0.019215 hartree
chain gap level at t = 0.10 hartree: none
two-level bonding energy at t = 0.06 hartree: -0.09000 hartree
two-level antibonding energy at t = 0.06 hartree: 0.04000 hartree
two-level bonding energy at t = 0.12 hartree: -0.14758 hartree
two-level antibonding energy at t = 0.12 hartree: 0.09758 hartree
weak coupling, gap level from Green function = 0.014681 hartree
weak coupling, Si-H pair weight of gap state = 0.3010 (dimensionless)
strong coupling, states in gap = 0 (dimensionless)
strong coupling, states below gap = 601 (dimensionless)
strong coupling, states above gap = 601 (dimensionless)
strong coupling, pair weight below gap = 1.0485 (dimensionless)
strong coupling, pair weight above gap = 0.9515 (dimensionless)
strong coupling, pair centroid below gap = -0.15036 hartree
strong coupling, pair centroid above gap = 0.11314 hartree
strong coupling, pair spread below gap = 0.04952 hartree
strong coupling, pair spread above gap = 0.05468 hartree
strong coupling, largest pair weight in one state = 0.00304 (dimensionless)
same for half the chain length = 0.00605 (dimensionless)
strong coupling, Si-H bond order, both spins = 0.8714 (dimensionless)
random hosts with empty window = 409 of 2000 (dimensionless)
ALL CHECKS PASSED
```
